# Why Wider Waveguides Scatter Less: The Inverse-Cube Law for Sidewalls

## The result

In a strongly confined waveguide, the fundamental mode nearly vanishes at the sidewalls, and widening the core brings its wall value still closer to zero. For a slab of width $w$ with the electric field parallel to the walls, the normalized intensity at either wall is

$$\psi_w^2\simeq\frac{2\pi^2}{K^2W^3},\qquad W=w+\frac{2}{K},\qquad K=k_0\sqrt{n_1^2-n_2^2}. \tag{1}$$

Here $n_1$ and $n_2$ are the core and cladding indices, $k_0=2\pi/\lambda$, and $Kw\gg1$. Small wall roughness radiates power in proportion to $\psi_w^2$, so sidewall loss inherits the inverse cube.

One power of $1/W$ comes from spreading a fixed power over a wider core. The other two come from the slope of the field at the wall, which for a given peak field is proportional to $1/W$ and enters squared.

The law needs three qualifications. The cube belongs to the effective width $W$, so the dependence on $w$ itself is weaker. Interference between the walls makes the loss at individual widths oscillate about the trend. In very thin guides the trend reverses.

## The mode as a particle in a well

Let the walls be at $x=\pm w/2$, let $z$ be the propagation direction, and let nothing depend on $y$. Fields vary in time as $e^{-i\omega t}$. For the TE mode, $E_y=\psi(x)e^{i\beta z}$ obeys

$$\psi''+\left[k_0^2n^2(x)-\beta^2\right]\psi=0 .$$

Define $\kappa^2=n_1^2k_0^2-\beta^2$. The bracket equals $\kappa^2$ in the core and $\kappa^2-K^2$ in the cladding, so

$$-\psi''+K^2\,\Theta(|x|-w/2)\,\psi=\kappa^2\psi, \tag{2}$$

where $\Theta$ is the unit step. This is the equation of a quantum well of depth $K^2$ and energy $\kappa^2$. The fundamental mode is its ground state:

$$\psi=A\cos\kappa x\ \text{(core)},\qquad \psi=A\cos\frac{\kappa w}{2}\,e^{-\gamma(|x|-w/2)}\ \text{(cladding)},$$

with $\gamma^2=K^2-\kappa^2$. The tangential fields are $E_y$ and $H_z\propto\partial_xE_y$, so $\psi$ and $\psi'$ are continuous. Dividing the two conditions gives

$$\kappa\tan\frac{\kappa w}{2}=\gamma. \tag{3}$$

Then $1+\tan^2(\kappa w/2)=(\kappa^2+\gamma^2)/\kappa^2=K^2/\kappa^2$. Since $0<\kappa w/2<\pi/2$ for the ground state,

$$\cos\frac{\kappa w}{2}=\frac{\kappa}{K},\qquad \sin\frac{\kappa w}{2}=\frac{\gamma}{K}. \tag{4}$$

The normalization $\int\psi^2dx=1$ fixes $A$. The core contributes

$$A^2\left[\frac w2+\frac{\sin\kappa w}{2\kappa}\right]=A^2\left[\frac w2+\frac{\gamma}{K^2}\right],$$

because $\sin\kappa w=2\kappa\gamma/K^2$. The two cladding tails contribute $A^2\kappa^2/(K^2\gamma)$. The terms beyond $w/2$ add to $(\gamma^2+\kappa^2)/(K^2\gamma)=1/\gamma$, so $A^2=2/(w+2/\gamma)$ and

$$\psi_w^2=A^2\cos^2\frac{\kappa w}{2}=\frac{2\kappa^2}{K^2\,(w+2/\gamma)}. \tag{5}$$

This is exact for the slab. Diagonalizing equation (2) in a cosine basis, which does not use the matching condition, reproduces it at the three widths tested.

### The deep well

Equation (4) can be written $\kappa w/2=\pi/2-\arcsin t$, with $t=\kappa/K$. Expanding $\arcsin t=t+t^3/6+\dots$ and moving the linear term to the left gives

$$\kappa W=\pi-\frac{t^3}{3}+\dots \tag{6}$$

To leading order $\kappa=\pi/W$: the field behaves as if it vanished a distance $1/K$ outside each wall. Also $\gamma\simeq K$, so $w+2/\gamma\simeq W$, and equation (5) becomes equation (1).

The size of the error follows from the next terms. With $t\simeq\pi/(KW)$, equation (6) changes $\kappa^2$ by the relative amount $-2t^3/(3\pi)=-(2\pi^2/3)/(KW)^3$. The denominator changes through $2/\gamma\simeq(2/K)(1+t^2/2)$, which makes it $W[1+\pi^2/(KW)^3]$. Together,

$$\psi_w^2=\frac{2\pi^2}{K^2W^3}\left[1-\frac{5\pi^2}{3(KW)^3}+\dots\right]. \tag{7}$$

There is no correction of first or second order in $1/(KW)$, which is why the law works at moderate confinement once $W$ is used. In terms of the drawn width, the local exponent is

$$\frac{d\ln W^{-3}}{d\ln w}=-\frac{3w}{w+2/K}, \tag{8}$$

which approaches $-3$ only when $w\gg2/K$.

### The same law from the force on the wall

The well energy of a normalized mode is

$$\kappa^2=\int\psi'^2dx+K^2\int_{|x|>w/2}\psi^2dx .$$

It is stationary against small normalized changes of $\psi$. To first order, a change of width therefore acts only through the limits of the second integral. Increasing $w$ by $dw$ moves each wall by $dw/2$ and removes $K^2\psi_w^2\,dw/2$ on each side:

$$-\frac{d\kappa^2}{dw}=K^2\psi_w^2. \tag{9}$$

The left side is the outward force of the trapped particle on its walls. With $\kappa^2\simeq\pi^2/W^2$ it equals $2\pi^2/W^3$, which is equation (1) again. The wall intensity measures how strongly the mode responds to a wall displacement, and this response fades as the confinement energy becomes small.

## From wall intensity to loss

Let the right wall be displaced outward by a small $h(z)$, with $K|h|\ll1$. To first order the index profile changes by $\delta n^2=(n_1^2-n_2^2)\,h(z)\,\delta(x-w/2)$. Because $E_y$ is continuous at the wall, its value there is unambiguous, and the scattered field $E_1$ obeys

$$(\nabla^2+k_0^2n^2)E_1=-f(z)\,\delta(x-w/2),\qquad f(z)=K^2\psi_w\,h(z)\,e^{i\beta z}. \tag{10}$$

The source amplitude is proportional to $\psi_w$, so the scattered power is proportional to $\psi_w^2$.

For the absolute loss, let $g_q$ be the field at the wall produced by a unit source there with longitudinal wavenumber $q$. It is the wall value of the outgoing solution of

$$g''+(k_0^2n^2-q^2)g=-\delta(x-w/2).$$

For $E_y$ the time-averaged energy flux is proportional to $\mathbf F=\mathrm{Im}(E^*\nabla E)$. Equation (10) gives $\nabla\cdot\mathbf F=-\mathrm{Im}(E_1^*f)\,\delta(x-w/2)=\mathrm{Im}(E_1f^*)\,\delta(x-w/2)$, since the term with real $n^2$ drops out. In Fourier components the total outflow is

$$\int\frac{dq}{2\pi}\,|\tilde f(q)|^2\,\mathrm{Im}\,g_q,\qquad \tilde f(q)=K^2\psi_w\,\tilde h(q-\beta).$$

For statistically uniform roughness, the mean of $|\tilde h|^2$ per unit length is the spectrum $S(\Omega)=\int\langle h(z)h(z+\zeta)\rangle e^{-i\Omega\zeta}d\zeta$, an even function. The guided mode carries flux $\beta\int\psi^2dx=\beta$ in the same units. By energy conservation, the power loss per length due to one wall is

$$\alpha=\frac{K^4\psi_w^2}{\beta}\int_{-n_2k_0}^{n_2k_0}\frac{dq}{2\pi}\,S(\beta-q)\,\mathrm{Im}\,g_q. \tag{11}$$

The limits select waves that propagate in the cladding. Two walls with independent, equal roughness double the result.

The complete formula was tested with a sinusoidal displacement of 1 nm amplitude on one wall. The complex propagation constant of the corrugated guide was found from coupled Floquet harmonics, without equation (11). At $w=0.5$ µm this gave a loss of 0.09843 cm⁻¹, against 0.09845 cm⁻¹ from the formula. The agreement at 0.7 µm is equally close.

## What the other wall does

The factor $\mathrm{Im}\,g_q$ also depends on width, because radiation from one wall is partly reflected by the other. Let $s^2=n_2^2k_0^2-q^2$, $p^2=n_1^2k_0^2-q^2$ and $\varphi=pw/2$. Split the unit source into an even and an odd pair, each of strength $1/2$ at the right wall.

For the even part the core field is proportional to $\cos px$ and the outer field to $e^{is|x|}$. The slope just outside minus the slope just inside must equal $-1/2$:

$$g_e\,(is+p\tan\varphi)=-\tfrac12\quad\Rightarrow\quad \mathrm{Im}\,g_e=\frac12\,\frac{s}{s^2+p^2\tan^2\varphi}.$$

For the odd part the core field is proportional to $\sin px$, which replaces $p\tan\varphi$ by $-p\cot\varphi$. Hence

$$\mathrm{Im}\,g_q=\frac12\,\frac{s}{s^2+p^2\tan^2\varphi}+\frac12\,\frac{s}{s^2+p^2\cot^2\varphi}. \tag{12}$$

Adding $\pi/2$ to $\varphi$ exchanges the two terms, so the pattern repeats when $w$ grows by $\pi/p$.

To average over $\varphi$, put $v=\tan\varphi$ and use partial fractions:

$$\frac1\pi\int_{-\infty}^{\infty}\frac{s\,dv}{(1+v^2)(s^2+p^2v^2)}
=\frac{s}{s^2-p^2}\left(1-\frac ps\right)=\frac1{s+p}.$$

The cotangent term has the same average, so the mean of $\mathrm{Im}\,g_q$ is $1/(s+p)$. This is also the value for one isolated wall between two half-spaces, where the slope condition reads $g(is+ip)=-1$. The mean contains no width. Interference modulates the loss, while the systematic suppression comes from $\psi_w^2$, apart from the weak dependence of $1/\beta$ and $S(\beta-q)$ on width.

The modulation is not small at high contrast. For radiation perpendicular to the guide, $q=0$, equation (12) gives $1/(2s)$ at $\varphi=0$ and $s/(s^2+p^2)$ at $\varphi=\pi/4$. With $n_1=3.5$ and $n_2=1.5$ these are 1.67 and 0.52 times the mean.

## Field normal to the sidewalls

In the quasi-TE mode of a typical silicon wire, the main electric field is horizontal and therefore normal to the vertical sidewalls. The matching slab problem is TM, with $H_y=\phi(x)e^{i\beta z}$. Write $u=\phi'/n^2$, which is proportional to the tangential field $E_z$. Then

$$u'+\left(k_0^2-\frac{\beta^2}{n^2}\right)\phi=0,$$

and both $\phi$ and $u$ are continuous. The normal displacement $D_x$ is proportional to $\beta\phi$.

Compare the modes of two guides, labelled 1 and 2, with widths $w$ and $w+dw$ and profiles $\varepsilon_1(x)$ and $\varepsilon_2(x)$ of $n^2$. Differentiating $\phi_1u_2-\phi_2u_1$ and integrating over all $x$, where the boundary terms vanish, gives

$$0=\int\left[(\varepsilon_1-\varepsilon_2)u_1u_2+\left(\frac{\beta_2^2}{\varepsilon_2}-\frac{\beta_1^2}{\varepsilon_1}\right)\phi_1\phi_2\right]dx .$$

The profiles differ only in two strips of total width $dw$, where $\varepsilon_1=n_2^2$ and $\varepsilon_2=n_1^2$. To first order, with $N=\int\phi^2/n^2\,dx$ and $d\beta^2=-d\kappa^2$,

$$-\frac{d\kappa^2}{dw}=\frac1N\left[(n_1^2-n_2^2)\,u_w^2+\beta^2\phi_w^2\left(\frac1{n_2^2}-\frac1{n_1^2}\right)\right]. \tag{13}$$

The wall force now has a tangential and a normal part, both positive. Their scaling follows from $\phi=\cos\kappa x$ in the core. Continuity gives $\kappa\tan(\kappa w/2)=r\gamma$ with $r=n_1^2/n_2^2$. In a deep well this means $\kappa\simeq\pi/W_{\rm TM}$, with $W_{\rm TM}=w+2/(rK)$. At the wall $u_w^2\simeq\kappa^2/n_1^4$ and $\phi_w^2\simeq\kappa^2/(r^2K^2)$, while $N\simeq w/(2n_1^2)$ and $\beta\simeq n_1k_0$. Substitution gives

$$-\frac{d\kappa^2}{dw}\simeq\frac{2\kappa^2}{w}\left[\left(1-\frac{n_2^2}{n_1^2}\right)+\frac{n_2^2}{n_1^2}\right]=\frac{2\kappa^2}{w}. \tag{14}$$

Each part separately falls as the inverse cube. Between 2 and 4 µm the computed exponents in $W_{\rm TM}$ are $-2.999$ and $-3.002$ for the example below.

Roughness of small slope excites radiation through these same two wall fields, so the source strength follows the same law. The TM radiation factor is not derived here, and the losses quoted below are for TE.

## How large the effect is

Take $n_1=3.5$, $n_2=1.5$ and $\lambda=1.55$ µm. Each wall has 2 nm rms roughness with an exponential correlation of length $L=50$ nm, for which $S(\Omega)=2\sigma^2L/(1+L^2\Omega^2)$ with $\sigma$ the rms value. These are round model parameters. They give $K=12.819$ µm⁻¹ and $2/K=0.156$ µm.

At $w=0.5$ µm the matching condition gives $\kappa=4.761$ µm⁻¹. Then $\gamma=\sqrt{164.32-22.67}=11.90$ µm⁻¹, and equation (5) yields

$$\psi_w^2=\frac{2\times22.67}{164.32\,(0.5+0.168)}=0.413\ \text{µm}^{-1}.$$

The deep-well law gives $2\pi^2/(164.32\times0.656^3)=0.425$ µm⁻¹, which is 3% above the exact slab value. The radiation losses for both walls together are:

| $w$ (µm) | $\psi_w^2$ (µm⁻¹) | mean loss (dB/cm) | loss at $w$ (dB/cm) |
|---|---|---|---|
| 0.5 | 0.4130 | 2.13 | 2.90 |
| 1.0 | 0.0774 | 0.373 | 0.254 |
| 2.0 | 0.0120 | 0.0565 | 0.0574 |

The "mean loss" uses the phase average $1/(s+p)$, and the last column uses equation (12).

From 0.5 to 2 µm the wall intensity falls 34.5 times. The law in $W$ predicts $(2.156/0.656)^3=35.5$, whereas a cube in $w$ would predict 64. The mean loss falls 37.6 times, so a factor of 1.09 remains to be explained. Of this, $1/\beta$ supplies $3.4815/3.2970=1.056$, the ratio of effective indices. The other 1.03 must come from $S(\beta-q)$, the one remaining width-dependent quantity in the averaged formula.

Interference is visible in the last column. From 0.5 to 1 µm the loss at the actual width falls 11.4 times, and from 1 to 2 µm only 4.4 times. Read as power laws in $w$, these two steps would suggest exponents of $-3.5$ and $-2.1$, neither of which describes the trend. Over the scan from 0.5 to 3 µm, the ratio of actual to mean loss ranges from 0.43 to 1.64, with an average of 0.99.

Averaging the loss over one interference period of about 0.23 µm and fitting the same range gives an exponent of $-3.10$ in $W$ and $-2.73$ in $w$. The width dependence of $\beta$ and $S$ steepens the first value. So does the averaging itself: the mean of a steeply falling curve over a finite window lies above its value at the centre, most of all at small widths. A single window also cannot match the periods of all radiation directions. These effects were not separated. The numerical output below lists these results and the comparisons behind them.

## Where the law fails

**Thin cores.** When $Kw\ll1$, $\kappa\to K$ and equation (3) gives $\gamma\simeq K^2w/2$. Equation (5) then reduces to $\psi_w^2\simeq\gamma\simeq K^2w/2$, which rises with width. The mode is mostly in the cladding, and widening first draws it towards the walls. In the example the wall intensity peaks at $w=0.084$ µm, and widening reduces it only beyond that point. The radiation loss also contains the width-dependent factor (12), so its own maximum lies at a different width. These values are for TE. With the field normal to the walls the reversal sets in at larger widths: the wall force of equation (13) peaks near $w=0.24$ µm in this slab, where $Kw\approx3$, and near 0.29 µm for indices 2.85 and 1.444.

**Smooth, long-range roughness.** The law assumes that $S(\beta-q)$ changes little as $\beta$ rises towards $n_1k_0$. For an exponential correlation the change is limited: whatever $L$ is, $S$ falls by less than the square of the ratio of $\beta-q$ at the two widths. That ratio is largest at $q=n_2k_0$, so from 0.5 to 2 µm the factor stays below $(1.9815/1.7970)^2=1.22$. A spectrum with a steeper tail can add a larger width dependence.

**Other guided modes.** The slab supports a second TE mode once $Kw>\pi$, here at $w=0.245$ µm, so all three example widths are multimode. Roughness also scatters light into these modes and backwards into the fundamental mode. The source in equation (10) is the same. The number of receiving modes grows with width, while each of them couples more weakly. This loss is not included in the table, although in the example it is 2.48, 0.565 and 0.087 dB/cm at 0.5, 1 and 2 µm, which exceeds the radiation loss at the two larger widths. The sum of both losses, fitted from 0.5 to 3 µm, still falls with an exponent of $-3.0$ in $W$.

**Finite height.** A real strip also has top and bottom surfaces, and it radiates into three dimensions. The slab explains the scaling of the sidewall source. Its absolute losses should not be used as predictions for a strip.

## What to do about it

Estimate the benefit of widening with $W$. To reduce the mean sidewall loss by a factor $F$, choose

$$w_2=F^{1/3}\left(w_1+\frac2K\right)-\frac2K .$$

Starting from 0.5 µm, a fourfold reduction needs $1.587\times0.656-0.156=0.89$ µm. Halving the rms roughness at fixed correlation length gives the same factor, since $S\propto\sigma^2$. For a field normal to the walls, replace $2/K$ by $2n_2^2/(n_1^2K)$, which is 0.029 µm for the slab here; this version scales the source strength. In a strip of finite height, the effective core index is lower than $n_1$, which makes the shift larger and $Kw$ smaller. The rule assumes $Kw\gg1$ and overstates the fall of the source strength otherwise. A nominal fourfold step lowers the wall force of equation (13) 3.7 times for indices 2.85 and 1.444 starting from 0.5 µm, and 3.4 times for indices 1.7 and 1.45 starting from 1 µm.

Widening pays until other losses dominate. If absorption and top-surface scattering add a nearly width-independent $\alpha_b$, the total is $\alpha_b+C/W^3$, with $C$ fixed by the sidewall loss at one width. Once $C/W^3$ has fallen to $\alpha_b$, further widening can at most halve the total.

Use wide sections on long straight runs, and join them to narrow sections with tapers gradual enough to keep the light in the fundamental mode. Equation (5) holds for the higher modes too, because their matching conditions also give a squared wall field of $A^2\kappa^2/K^2$ and $A^2=2/(w+2/\gamma)$. A higher mode has a larger $\kappa$ and, unless it is close to cutoff, where $\gamma$ becomes small, a larger wall intensity. Light transferred to such a mode loses part of the benefit.

When extracting an exponent from measurements, use many widths spread over several interference periods and fit against $W$. A single period is too short, because the modulation within it can outweigh the trend. Determine the width-independent background separately if possible: when it is fitted together with the exponent, an error in one can be offset by an error in the other. Two widths alone can give a misleading slope, as the table shows.

## Calculated quantities

```
core index 3.5, cladding index 1.5, wavelength 1.55 um
rms roughness 2.0 nm, correlation length 50 nm
k0 = 4.0537 /um, K = 12.8188 /um, 2/K = 0.1560 um
w=0.2 um: wall intensity matrix 2.14481, formula 2.14481 /um
  wall force -d(kappa^2)/dw 352.450, K^2*intensity 352.440 /um^3
w=0.5 um: wall intensity matrix 0.41299, formula 0.41299 /um
  wall force -d(kappa^2)/dw 67.865, K^2*intensity 67.863 /um^3
w=1.0 um: wall intensity matrix 0.07735, formula 0.07735 /um
  wall force -d(kappa^2)/dw 12.711, K^2*intensity 12.711 /um^3
deep-law error coefficient: numerical -16.458, predicted -16.449
w=0.5 um: local exponent -2.215, deep-well value -2.287
w=1.0 um: local exponent -2.581, deep-well value -2.595
w=2.0 um: local exponent -2.781, deep-well value -2.783
greatest wall intensity 3.7262 /um at w = 0.0838 um
sinusoidal wall, amplitude 1 nm, w=0.5 um: Floquet 0.09843, formula 0.09845 /cm
sinusoidal wall, amplitude 1 nm, w=0.7 um: Floquet 0.06364, formula 0.06366 /cm
TM w=0.5 um: force 128.9207, tangential 104.2944, normal 24.6263 /um^3
TM w=1.0 um: force 18.0610, tangential 14.7138, normal 3.3471 /um^3
TM exponents in W, 2 to 4 um: tangential -2.999, normal -3.002; 2*n2^2/(n1^2*K) = 0.0287 um
w=0.5 um: W 0.6560 um, kappa 4.7611 /um, effective index 3.2970
  wall intensity 0.412990, deep law 0.425482 /um
  loss: phase-averaged 2.12543, at this width 2.89826 dB/cm
w=1.0 um: W 1.1560 um, kappa 2.7148 /um, effective index 3.4353
  wall intensity 0.077354, deep law 0.077757 /um
  loss: phase-averaged 0.37279, at this width 0.25388 dB/cm
w=2.0 um: W 2.1560 um, kappa 1.4569 /um, effective index 3.4815
  wall intensity 0.011977, deep law 0.011986 /um
  loss: phase-averaged 0.05648, at this width 0.05735 dB/cm
0.5 to 2 um: wall intensity falls 34.48 times, averaged loss 37.63 times
  remaining factor 1.0913; pure w^-3 would give 64 times
loss / phase-averaged loss, w 0.5 to 3 um: min 0.427, max 1.642, mean 0.991
interference period in width 0.2324 um
fitted exponent of period-averaged loss: in W -3.097, in w -2.727
```
